# Estimating the Mott density of doped semiconductors from Thomas-Fermi screening

**Question.** A donor in a semiconductor binds an electron in a large hydrogen-like orbit of radius \(a\). When the doping is raised, mobile electrons screen the donor, and beyond some density it can no longer hold a bound state. What density does Thomas-Fermi screening predict for this, how does it scale with the material parameters, and how well does it agree with the empirical rule \(n^{1/3}a=0.26\) for the metal-insulator transition?

**Answer.** The estimate needs two ingredients: the screening length at a given density, and the screening length at which the last bound state disappears. Equating them gives the density.

### The donor as a scaled hydrogen atom

Take one isotropic parabolic band with effective mass \(m^*\), in units of the electron mass, and a static dielectric constant \(\varepsilon\). Compared with hydrogen, the kinetic energy is divided by \(m^*\) and the Coulomb attraction by \(\varepsilon\). At radius \(a\) these energies have the sizes \(\hbar^2/(m^*m_ea^2)\) and \(e^2/(4\pi\varepsilon_0\varepsilon a)\). Setting them equal gives

\[
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*m_ee^2}=\frac{\varepsilon}{m^*}\,a_0 ,
\]

where \(a_0\) is the hydrogen Bohr radius. The common value of the two energies is the unit \(E_h^*=(m^*/\varepsilon^2)\) hartree. From here on, lengths are in units of \(a\) and energies in units of \(E_h^*\). The unscreened donor then has binding energy \(1/2\), and the material parameters have disappeared from the problem.

### How strongly the carriers screen

Let \(n\) be the density of mobile electrons, taken equal to the donor density, at a temperature far below the Fermi temperature. With two spin states per wave vector, filling a sphere of radius \(k_F\) gives

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad \mu=\frac{k_F^2}{2}.
\]

Since \(dn/dk_F=k_F^2/\pi^2\) and \(d\mu/dk_F=k_F\), it follows that \(dn/d\mu=k_F/\pi^2\).

Let \(U(r)\) be the potential energy of an electron near one donor. The other donors are smeared into a uniform background that cancels the mean electron charge. In the Thomas-Fermi approximation the local density is that of a uniform gas with chemical potential \(\mu-U\). For small \(U\), the change in density is

\[
\delta n=-\frac{dn}{d\mu}\,U .
\]

It is positive where \(U\) is negative: electrons gather around the donor. The bare attraction \(-1/r\) satisfies \(\nabla^2(-1/r)=4\pi\delta(\mathbf r)\), while the repulsion from the gathered electrons contributes \(-4\pi\,\delta n\). Therefore

\[
\nabla^2U=4\pi\delta(\mathbf r)-4\pi\,\delta n
=4\pi\delta(\mathbf r)+\kappa^2U,\qquad
\kappa^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.
\]

Away from the donor this reads \((rU)''=\kappa^2(rU)\). The decaying solution that approaches \(-1/r\) at small \(r\) is the Yukawa potential

\[
U(r)=-\frac{e^{-\kappa r}}{r}.
\]

The screening cloud \(\delta n=\kappa^2e^{-\kappa r}/(4\pi r)\) contains \(\kappa^2\int_0^\infty r e^{-\kappa r}dr=1\) electron, so it neutralises the donor.

### When the last bound state disappears

Raising \(\kappa\) makes the attraction weaker at every \(r>0\), so it raises the ground-state energy. The ground state is an s-state. Writing \(\psi=u(r)/r\), its equation is

\[
-\frac12u''-\frac{e^{-\kappa r}}{r}\,u=Eu,\qquad u(0)=0 .
\]

Outside the potential, a bound state falls off as \(e^{-\sqrt{2|E|}\,r}\). As \(E\) rises to zero this tail becomes flat. At the threshold, then, the solution of

\[
u''=-\frac{2e^{-\kappa r}}{r}\,u
\]

has zero slope at large \(r\). Numerical integration outward from \(u\approx r-r^2\) finds this at

\[
\kappa_c=1.1906 ,
\]

or 1.19 per donor Bohr radius. For larger \(\kappa\) there is no bound state.

### The critical density and its scaling

Setting \(\kappa=\kappa_c\) in \(\kappa^2=4k_F/\pi\) gives \(k_F=\pi\kappa_c^2/4\). Since \(k_F=(3\pi^2n)^{1/3}\), restoring the length unit gives

\[
n_c^{1/3}a=\frac{\pi(\kappa_ca)^2}{4(3\pi^2)^{1/3}}
=\frac{1.113}{3.094}=0.360 .
\]

Cubing, and inserting \(a=(\varepsilon/m^*)a_0\),

\[
n_c=\frac{0.0466}{a^3}=0.0466\left(\frac{m^*}{\varepsilon a_0}\right)^3 .
\]

Doubling the effective mass raises the critical density eightfold; doubling the dielectric constant lowers it eightfold.

The empirical rule has the same scaling with \(a\), but a smaller constant. The ratio \(0.360/0.26=1.38\) looks modest, yet the densities differ by its cube, a factor of 2.65. The estimate gives the order of magnitude and no more.

### Why a cruder calculation seems to agree better

Suppose the threshold is estimated with the hydrogen-like trial function \(\psi=(\alpha^3/\pi)^{1/2}e^{-\alpha r}\). Because \(\nabla\psi\) has magnitude \(\alpha\psi\), the kinetic energy is \(\alpha^2/2\). The potential energy is

\[
-4\alpha^3\int_0^\infty r\,e^{-(2\alpha+\kappa)r}\,dr=-\frac{4\alpha^3}{(2\alpha+\kappa)^2}.
\]

The total is negative if \((2\alpha+\kappa)^2<8\alpha\), that is, if

\[
\kappa<\sqrt{8\alpha}-2\alpha
=1-2\left(\sqrt\alpha-\frac1{\sqrt2}\right)^2 .
\]

The right-hand side is largest at \(\alpha=1/2\), where it equals 1. This trial function therefore loses binding at \(\kappa a=1\), when the screening length equals the Bohr radius. The corresponding density is \(n^{1/3}a=\pi/[4(3\pi^2)^{1/3}]=0.254\), very close to 0.26.

That closeness is not evidence for the model. The true threshold state has \(u\) constant at large \(r\), so \(\psi\) falls only as \(1/r\), and a single exponential cannot describe it. Because \(n_c\propto\kappa_c^6\), correcting the threshold from 1 to 1.19 multiplies the density by 2.85. The better solution of the same model moves away from the empirical value.

Within Thomas-Fermi screening, the donor is nevertheless almost unbound at the empirical density. There \(k_F=3.094\times0.26=0.804\), so \(\kappa=\sqrt{4k_F/\pi}=1.012\). Solving the radial equation numerically gives a binding energy of \(0.0090\,E_h^*\), which is 1.8% of the unscreened value.

### A worked example

Take a model semiconductor with \(m^*=0.1\) and \(\varepsilon=10\). Then \(a=100\,a_0=5.29\) nm and \(E_h^*=27.2\) meV, so the unscreened binding energy is 13.6 meV. With \(a=5.29\times10^{-7}\) cm,

\[
n_c=\frac{0.0466}{(5.29\times10^{-7}\ \mathrm{cm})^3}
\approx3.1\times10^{17}\ \mathrm{cm^{-3}} .
\]

The empirical rule gives \(0.0176/a^3\approx1.2\times10^{17}\ \mathrm{cm^{-3}}\), at which the donor, with Thomas-Fermi screening, still binds its electron by about 0.25 meV.

At the calculated threshold the screening length is \(a/1.19=4.4\) nm and the mean donor spacing is \(n_c^{-1/3}=a/0.360=14.7\) nm. The Fermi energy is \(k_F^2/2=1.1133^2/2=0.620\,E_h^*\), or 16.9 meV, corresponding to a Fermi temperature of about 196 K. The zero-temperature screening formula thus requires temperatures well below 196 K; at room temperature it would not apply to this example. With the finite-temperature \(dn/d\mu\), the same criterion gives a density 3% higher at 20 K, 1.4 times higher at 77 K and 3.3 times higher at 300 K.

### Does better screening theory remove the discrepancy?

The linear step required \(|U|\ll\mu\). At the threshold and at \(r=a\), \(|U|=e^{-1.19}=0.304\), which is 0.49 of the Fermi energy. This is not small, and closer to the donor the condition fails outright. Keeping the local step but dropping the linear one means using \(\delta n=[(k_F^2-2U)^{3/2}-k_F^3]/(3\pi^2)\). Since \((1+t)^{3/2}\ge1+\tfrac32t\), this gathers more electrons at a given \(U\) and screens more strongly. Solving Poisson's equation with this density, and then the zero-energy radial equation, gives \(n_c^{1/3}a\approx0.256\) for one valley, a density about 2.8 times lower than the linear result. The nearness to 0.26 does not confirm the model, because the local step is still unjustified near the donor.

The local step assumed that \(U\) varies slowly over an electron wavelength. This can be improved within linear response. A weak potential component \(U_q e^{i\mathbf q\cdot\mathbf r}\) mixes a plane wave \(\mathbf k\) with \(\mathbf k\pm\mathbf q\). First-order perturbation theory gives two equal contributions to the density after summing over the Fermi sphere. With two spins, \(\delta n_q=-\chi(q)U_q\), where

\[
\chi(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,
\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}
=\frac{1}{\pi^2q}\int_0^{k_F}k\,
\ln\left|\frac{k+q/2}{k-q/2}\right|dk .
\]

The integral is a principal value, since mixing between two occupied states cancels in pairs. The second form follows from the angular integration. With \(b=q/2\), an antiderivative of the last integrand is \(bk+\tfrac12(k^2-b^2)\ln|(k+b)/(k-b)|\), as differentiation confirms. Hence, with \(x=q/(2k_F)\),

\[
\chi(q)=\frac{k_F}{\pi^2}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\]

This is the Lindhard function. For \(0<x<1\), expanding the logarithm gives \(F=1-\sum_{j\ge1}x^{2j}/(4j^2-1)<1\). At \(x=1\) the limit is \(1/2\), and for \(x>1\) the second term is negative, so \(F<1/2\). The Thomas-Fermi result is the limit \(F\to1\) at small \(q\).

The Fourier components of the attraction now have strength \(V(q)=4\pi/(q^2+\kappa^2F)\), larger than the Thomas-Fermi value at every \(q>0\). In momentum space the potential energy of a state \(\phi(\mathbf p)\) is minus a double integral of \(\phi^*(\mathbf p)V(|\mathbf p-\mathbf p'|)\phi(\mathbf p')\). Replacing \(\phi\) by \(|\phi|\) leaves the kinetic energy \(\int\tfrac12p^2|\phi|^2\) unchanged and, since \(V>0\), cannot raise the potential energy. The Thomas-Fermi ground state can therefore be taken non-negative, and the larger \(V\) lowers its energy. The donor therefore stays bound up to a higher density. The numerical threshold is \(n_c^{1/3}a=0.398\), a density 1.35 times the Thomas-Fermi result. For one valley, this correction alone increases the disagreement with 0.26, while the non-linear correction alone lowers the constant to about 0.256. The two act in opposite directions, and their combined effect is not computed here.

### Several valleys

If the band has \(\nu\) equal isotropic valleys, each holds \(n/\nu\) electrons. Then \(k_F=(3\pi^2n/\nu)^{1/3}\) and \(dn/d\mu=\nu k_F/\pi^2\), so

\[
\kappa^2=\frac{4\nu k_F}{\pi}
=\frac{4}{\pi}\,\nu^{2/3}(3\pi^2n)^{1/3},\qquad
n_c^{1/3}a=\frac{0.360}{\nu^{2/3}} .
\]

More valleys supply more states at the Fermi level and screen more strongly, and within Thomas-Fermi screening \(n_c\propto\nu^{-2}\). For six valleys the constant is 0.109 and the density is 36 times lower than for one. The Thomas-Fermi estimate now lies below the empirical rule instead of above it. It is also much less reliable. At this threshold \(k_F=\pi\kappa_c^2/(4\nu)=1.113/6=0.186\) and the Fermi energy is \(0.620/36=0.017\,E_h^*\), so \(|U|=0.304\) at \(r=a\) is about 18 times the Fermi energy, and \(2k_F\) is smaller than \(\kappa_c\). By the argument above the Lindhard correction raises this threshold, and here the change is large, because \(F\) is far below 1 at the wave vectors \(q\sim\kappa_c>2k_F\) that shape the potential. Integrating the zero-energy radial equation with the Lindhard-screened potential for six valleys gives \(n_c^{1/3}a\approx0.27\), a density about 15 times the Thomas-Fermi value and only about 3 times lower than the one-valley Lindhard result. The factor 36 therefore belongs to linearised Thomas-Fermi screening only, and the position below 0.26 does not survive the Lindhard correction. The nearness of 0.27 to 0.26 does not confirm the model, which still rests on linear response. Valley anisotropy and coupling between valleys are left out here.

### What the estimate means

The model predicts \(n_c\propto a^{-3}\), with a constant \(n_c^{1/3}a\) of 0.36 for one valley, against 0.26 in the empirical rule. The scaling follows from having \(a\) as the only length in the scaled problem; for one valley the constant rises to 0.398 with Lindhard screening and drops to about 0.256 with non-linear Thomas-Fermi screening, and within linearised Thomas-Fermi screening it falls as \(\nu^{-2/3}\) with the number of valleys.

The calculation also asks a limited question: whether one donor in an already metallic gas can bind an electron. It omits the overlap of neighbouring donor orbitals, the repulsion between two electrons on one donor, the random donor positions, and exchange and correlation in the screening. Loss of binding is thus a criterion for the transition, not a calculation of the transition itself. The numerical check checks the Thomas-Fermi threshold by independent position-space and momentum-space calculations; it obtains the one-valley Lindhard threshold from the momentum-space calculation alone and does not treat Lindhard screening for several valleys, non-linear Thomas-Fermi screening or finite temperature.

## Calculated quantities

```
critical screening kappa_c a = 1.19061
momentum-space eigenvalue at kappa_c = 1.000000
trial-function threshold kappa a = 1.00000
trial exponent at threshold alpha a = 0.5000
Thomas-Fermi n^(1/3) a = 0.3599
Thomas-Fermi n a^3 = 0.04661
n^(1/3) a from trial threshold = 0.2539
density factor, true/trial threshold = 2.849
empirical n^(1/3) a (input) = 0.26
empirical n a^3 = 0.01758
ratio of n^(1/3) a, TF/empirical = 1.384
ratio of densities, TF/empirical = 2.652
k_F a at TF threshold = 1.1133
Fermi energy at TF threshold = 0.6198 E_h*
|U(a)| at TF threshold = 0.3040 E_h*
|U(a)|/Fermi energy = 0.491
kappa a at empirical density = 1.0120
binding there = 0.00901 E_h*
binding there/unscreened = 1.80 percent
Lindhard k_F a at threshold = 1.2306
Lindhard n^(1/3) a = 0.3978
density ratio, Lindhard/TF = 1.350
six-valley TF n^(1/3) a = 0.1090
density ratio, one/six valleys = 36.00
model effective mass (input) = 0.1 electron masses
model dielectric constant (input) = 10
donor Bohr radius a = 5.2918 nm
effective energy unit E_h* = 27.211 meV
unscreened donor binding = 13.606 meV
TF critical density = 3.145e+17 cm^-3
empirical-rule density = 1.186e+17 cm^-3
trial-threshold density = 1.104e+17 cm^-3
Lindhard critical density = 4.248e+17 cm^-3
six-valley TF density = 8.737e+15 cm^-3
TF screening length at threshold = 4.445 nm
mean spacing n^(-1/3) at threshold = 14.704 nm
Fermi energy at threshold = 16.865 meV
Fermi temperature at threshold = 195.7 K
binding at empirical density = 0.2452 meV
```
